**Sampling error of staged splitting for a rare reaction**

The program tests the relative variance [1 + (1−p)/(pN)]ⁿ − 1 of a probability P = pⁿ estimated from n stages, where p is the success probability of a stage and N the number of trials in it. It asserts agreement with explicit binomial sums and with simulated individual trials; for p = 0.1, n = 8 and N = 1000 the relative error is 27.3 percent. A two-lane random walk confirms that chained stages reproduce the whole probability when the distribution of entry states is carried along, and that ignoring this distribution changes the result. For a conserved label that affects only the last stage, the second-moment recursion gives 48.5 percent and the simulation 49.0 percent, while the median binomial error bar remains at 27.1 percent. Further assertions cover unbiasedness when some runs die out, the best number of stages at a fixed total of trials, and the gas flux. The WSe₂ example uses an assumed reaction probability and shows that a barrier error of 0.1 eV changes it by a factor of 11.6, far more than the sampling error.

## Numerical check

```python
"""Sampling error of a rare reaction probability found by staged splitting.

Result under test: P = p**n is estimated by a product of n success fractions,
each from N trials. If success does not depend on the entry state,
    relative variance = (1 + (1-p)/(p N))**n - 1,
about (0.27)**2 for p = 0.1, n = 8, N = 1000. Memory of the entry state
raises the error even when every mean stage probability stays at p.
Symbols: P total probability, p stage probability, n stages, N trials per
stage, kernel[a, b] probability to reach the next interface in state b from a.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import binom

rng = np.random.default_rng(20417)
p, n, N = 0.1, 8, 1000
P = p**n


def exact_relative_variance(start, kernels, trials):
    """Closed recursion for the second moment of the weight vector."""
    second = np.outer(start, start)
    mean = start.copy()
    for kernel in kernels:
        second = ((1 - 1 / trials) * kernel.T @ second @ kernel
                  + np.diag(second.sum(axis=0) @ kernel) / trials)
        mean = mean @ kernel
    return second.sum() / mean.sum()**2 - 1


def leading_variance_times_trials(start, kernels):
    """Sum over stages of (1 + c^2)/p - 1, c^2 from final-success chances."""
    chances = [np.ones(len(start))]
    for kernel in reversed(kernels):
        chances.insert(0, kernel @ chances[0])
    entry, total, spreads = start.copy(), 0.0, []
    for i, kernel in enumerate(kernels):
        entry = entry @ kernel
        stage_p = entry.sum()
        entry = entry / stage_p
        h = chances[i + 1]
        spread = entry @ h**2 / (entry @ h)**2 - 1
        spreads.append(spread)
        total += (1 + spread) / stage_p - 1
    return total, spreads


def simulate(table, label_fraction, trials, repeats):
    """Run individual trials; table[stage, label] is the success chance."""
    fractions = np.zeros((repeats, len(table)))
    for r in range(repeats):
        labels = (rng.random(trials) < label_fraction).astype(int)
        for i, chance in enumerate(table):
            if i > 0:
                labels = survivors[rng.integers(0, len(survivors), trials)]
            survivors = labels[rng.random(trials) < chance[labels]]
            fractions[r, i] = len(survivors) / trials
            if len(survivors) == 0:
                break
    return fractions.prod(axis=1), fractions


def variance_with_error(values):
    """Sample variance and its standard error from the fourth moment."""
    d = values - values.mean()
    v = np.mean(d**2)
    return v, np.sqrt((np.mean(d**4) - v**2) / len(values))


# Factorisation: two-lane walk, whole problem against chained stages.
def crossing_kernel(start_level, top, up=(0.30, 0.15), switch=0.10):
    size = 2 * (top - 1)
    inside, out = np.zeros((size, size)), np.zeros((size, 2))
    for x in range(1, top):
        for lane in (0, 1):
            row = 2 * (x - 1) + lane
            inside[row, 2 * (x - 1) + 1 - lane] += switch
            if x + 1 == top:
                out[row, lane] += up[lane]
            else:
                inside[row, row + 2] += up[lane]
            if x > 1:
                inside[row, row - 2] += 1 - switch - up[lane]
    solution = np.linalg.solve(np.eye(size) - inside, out)
    return solution[2 * (start_level - 1):2 * start_level]


walk_start = np.array([0.5, 0.5])
whole = (walk_start @ crossing_kernel(1, 10)).sum()
entry, chained, careless = walk_start, 1.0, 1.0
for low, high in ((1, 4), (4, 7), (7, 10)):
    kernel = crossing_kernel(low, high)
    careless *= (walk_start @ kernel).sum()
    entry = entry @ kernel
    chained *= entry.sum()
    entry = entry / entry.sum()
assert abs(chained / whole - 1) < 1e-9
assert abs(careless / whole - 1) > 0.05

# Memoryless stages: explicit binomial sums against the closed formula.
exact_var = (1 + (1 - p) / (p * N))**n - 1
leading_var = n * (1 - p) / (p * N)
counts = np.arange(N + 1)
weights = binom.pmf(counts, N, p)
first = np.sum(weights * counts / N)
second = np.sum(weights * (counts / N)**2)
assert abs(first / p - 1) < 1e-9
assert abs((second / first**2)**n - 1 - exact_var) < 1e-8
error = np.sqrt(exact_var)
assert round(100 * error) == 27 and round(100 * np.sqrt(leading_var)) == 27

# Individual trials without memory.
repeats = 6000
plain_table = np.full((n, 2), p)
plain, plain_f = simulate(plain_table, 0.2, N, repeats)
plain = plain / P
plain_var, plain_se = variance_with_error(plain)
assert abs(plain.mean() - 1) < 5 * error / np.sqrt(repeats)
assert abs(plain_var - exact_var) < 5 * plain_se
assert plain_f.min() > 0
plain_bar = np.sqrt(np.sum((1 - plain_f) / (N * plain_f), axis=1))
plain_cover = np.mean(np.abs(np.log(plain)) < 1.96 * plain_bar)
assert abs(plain_cover - 0.95) < 0.015

# Conserved label that matters only in the last stage.
label_fraction, good, poor = 0.2, 0.4, 0.025
memory_table = plain_table.copy()
memory_table[-1] = [poor, good]
start = np.array([1 - label_fraction, label_fraction])
kernels = [np.diag(row) for row in memory_table]
entry = start.copy()
for kernel in kernels:
    entry = entry @ kernel
    assert abs(entry.sum() - p) < 1e-12
    entry = entry / entry.sum()
memory_var = exact_relative_variance(start, kernels, N)
memory_sum, spreads = leading_variance_times_trials(start, kernels)
large = 10**6
assert abs(large * exact_relative_variance(start, kernels, large)
           / memory_sum - 1) < 1e-3
memory, memory_f = simulate(memory_table, label_fraction, N, repeats)
memory = memory / P
sample_var, sample_se = variance_with_error(memory)
assert abs(memory.mean() - 1) < 5 * np.sqrt(memory_var / repeats)
assert abs(sample_var - memory_var) < 5 * sample_se
assert memory_f.min() > 0
memory_bar = np.sqrt(np.sum((1 - memory_f) / (N * memory_f), axis=1))
memory_cover = np.mean(np.abs(np.log(memory)) < 1.96 * memory_bar)
assert np.median(memory_bar) < 0.7 * np.sqrt(memory_var)
assert memory_cover < plain_cover - 0.05

# Unbiased even when some runs die out.
small_n, small_N, small_R = 3, 20, 20000
small, _ = simulate(np.full((small_n, 2), p), 0.2, small_N, small_R)
small = small / p**small_n
small_var = (1 + (1 - p) / (p * small_N))**small_n - 1
died = np.mean(small == 0)
assert died > 0.05
assert abs(small.mean() - 1) < 5 * np.sqrt(small_var / small_R)

# Cost and choice of stages.
direct_trials = (1 - P) / (P * exact_var)
total_trials = n * N
x_best = brentq(lambda x: x - 2 * (1 - np.exp(-x)), 0.5, 3)
n_best = -np.log(P) / x_best
stage_numbers = np.arange(1, 41)
stage_ps = P**(1 / stage_numbers)
scan = (1 + (1 / stage_ps - 1) * stage_numbers / total_trials)
scan = scan**stage_numbers - 1
n_scan = stage_numbers[np.argmin(scan)]
assert abs(n_scan - n_best) < 1
for _ in range(500):
    uneven = P**rng.dirichlet(np.full(n, 5.0))
    assert np.prod(1 + (1 - uneven) / (uneven * N)) - 1 > exact_var
trials_ten_percent = (1 - p) / p / ((1 + 0.1**2)**(1 / n) - 1)

# Trimethylaluminium on the WSe2 basal plane; rough typical inputs.
T, pressure_torr, pulse, lattice = 473.0, 0.1, 0.1, 0.33
mass_u = 72.0
kT = const.k * T
kT_eV = kT / const.e
mass = mass_u * const.atomic_mass
pressure = pressure_torr * const.torr
flux = pressure / np.sqrt(2 * np.pi * mass * kT)
v_th = np.sqrt(kT / mass)
mean_positive_u = quad(lambda u: u * np.exp(-u*u/2) / np.sqrt(2*np.pi),
                       0, 12)[0]
assert abs(pressure / kT * v_th * mean_positive_u / flux - 1) < 1e-8
flux_nm = flux * 1e-18
reacted = flux_nm * pulse * P
site_density = 1 / (np.sqrt(3) / 2 * lattice**2)
blocked = reacted / site_density
barrier = -kT_eV * np.log(P)
barrier_factor = np.exp(0.1 / kT_eV)
barrier_equivalent = kT_eV * np.log(1 + error)
hot_factor = np.exp(-barrier * const.e / (const.k * (T + 5))) / P
wigner = [1 + (mode / kT_eV)**2 / 24 for mode in (0.05, 0.12)]
vacancies = 0.01
vacancy_fraction = vacancies / site_density
break_even = P * (1 - vacancy_fraction) / vacancy_fraction
assert barrier_factor - 1 > error and blocked < 0.01 * error

print(f"Stage probability, stages, trials per stage: {p}, {n}, {N}")
print(f"Total probability: {P:.1e}")
print(f"Relative error of one stage: {100*np.sqrt((1-p)/(p*N)):.2f} %")
print(f"Leading relative variance: {leading_var:.4f}")
print(f"Exact relative variance: {exact_var:.4f}")
print(f"Leading relative error: {100*np.sqrt(leading_var):.2f} %")
print(f"Exact relative error: {100*error:.2f} %")
print(f"Simulated relative error: {100*np.sqrt(plain_var):.1f} %")
print(f"Simulated repeats: {repeats}")
print(f"Simulated mean estimate / P: {plain.mean():.3f}")
print(f"95 % interval factor: {np.exp(1.96*np.sqrt(leading_var)):.2f}")
print(f"Measured coverage, no memory: {100*plain_cover:.1f} %")
print(f"Walk, whole probability: {whole:.4e}")
print(f"Walk, chained stages: {chained:.4e}")
print(f"Walk, entry distribution ignored: {careless:.4e}")
print(f"Direct trials for the same error: {direct_trials:.2e}")
print(f"Total stage trials: {total_trials}")
print(f"Direct / stage trial count: {direct_trials/total_trials:.2e}")
print(f"Expected direct hits in {total_trials} trials: {total_trials*P:.1e}")
print(f"Trials per stage for 10 % error: {trials_ten_percent:.0f}")
print(f"Best x = -ln p: {x_best:.4f}")
print(f"Best stage probability: {np.exp(-x_best):.3f}")
print(f"Best stage number, continuous: {n_best:.2f}")
print(f"Best stage number, integer scan: {n_scan}")
print(f"Error at that number, same total: {100*np.sqrt(scan.min()):.1f} %")
print(f"Memory: label fraction {label_fraction}, last p {good} or {poor}")
print(f"Memory: c^2 at interfaces 1 to 7: {spreads[0]:.3f}")
print(f"Memory: leading variance: {memory_sum/N:.4f}")
print(f"Memory: exact variance: {memory_var:.4f}")
print(f"Memory: leading error: {100*np.sqrt(memory_sum/N):.1f} %")
print(f"Memory: exact error: {100*np.sqrt(memory_var):.1f} %")
print(f"Memory: simulated error: {100*np.sqrt(sample_var):.1f} %")
print(f"Memory: median binomial bar: {100*np.median(memory_bar):.1f} %")
print(f"Memory: coverage of 95 % bar: {100*memory_cover:.1f} %")
print(f"Extinction test: {small_n} stages, {small_N} trials each")
print(f"Extinct runs: {100*died:.1f} %; mean / true: {small.mean():.3f}")
print(f"WSe2 inputs: {T:.0f} K, {pressure_torr} Torr, pulse {pulse} s")
print(f"Lattice constant {lattice} nm, molecule mass {mass_u:.0f} u")
print(f"Thermal energy: {kT_eV:.4f} eV")
print(f"Arrival flux: {flux_nm:.3e} per nm2 per s")
print(f"Arrivals per pulse: {flux_nm*pulse:.3e} per nm2")
print(f"Reacted density per pulse: {reacted:.2e} per nm2")
print(f"Its sampling error: {reacted*error:.1e} per nm2")
print(f"Surface site density: {site_density:.2f} per nm2")
print(f"Fraction of sites used per pulse: {blocked:.1e}")
print(f"Effective barrier, unit prefactor: {barrier:.3f} eV")
print(f"Barrier shift matching sampling error: {barrier_equivalent:.4f} eV")
print(f"Factor in P from 0.1 eV barrier error: {barrier_factor:.1f}")
print(f"Factor in P from +5 K: {hot_factor:.3f}")
print(f"Wigner factor, 0.05 eV methyl-like mode: {wigner[0]:.2f}")
print(f"Wigner factor, 0.12 eV hydrogen-like mode: {wigner[1]:.2f}")
print(f"Rough vacancy density: {vacancies} per nm2")
print(f"Vacancy fraction of sites: {vacancy_fraction:.2e}")
print(f"Vacancy reaction probability to match plane: {break_even:.1e}")
print("checks complete")
```

It prints:

```
Stage probability, stages, trials per stage: 0.1, 8, 1000
Total probability: 1.0e-08
Relative error of one stage: 9.49 %
Leading relative variance: 0.0720
Exact relative variance: 0.0743
Leading relative error: 26.83 %
Exact relative error: 27.26 %
Simulated relative error: 27.0 %
Simulated repeats: 6000
Simulated mean estimate / P: 0.998
95 % interval factor: 1.69
Measured coverage, no memory: 94.8 %
Walk, whole probability: 1.6106e-04
Walk, chained stages: 1.6106e-04
Walk, entry distribution ignored: 8.6916e-05
Direct trials for the same error: 1.35e+09
Total stage trials: 8000
Direct / stage trial count: 1.68e+05
Expected direct hits in 8000 trials: 8.0e-05
Trials per stage for 10 % error: 7231
Best x = -ln p: 1.5936
Best stage probability: 0.203
Best stage number, continuous: 11.56
Best stage number, integer scan: 12
Error at that number, same total: 26.0 %
Memory: label fraction 0.2, last p 0.4 or 0.025
Memory: c^2 at interfaces 1 to 7: 2.250
Memory: leading variance: 0.2295
Memory: exact variance: 0.2355
Memory: leading error: 47.9 %
Memory: exact error: 48.5 %
Memory: simulated error: 49.0 %
Memory: median binomial bar: 27.1 %
Memory: coverage of 95 % bar: 71.2 %
Extinction test: 3 stages, 20 trials each
Extinct runs: 32.7 %; mean / true: 0.996
WSe2 inputs: 473 K, 0.1 Torr, pulse 0.1 s
Lattice constant 0.33 nm, molecule mass 72 u
Thermal energy: 0.0408 eV
Arrival flux: 1.903e+05 per nm2 per s
Arrivals per pulse: 1.903e+04 per nm2
Reacted density per pulse: 1.90e-04 per nm2
Its sampling error: 5.2e-05 per nm2
Surface site density: 10.60 per nm2
Fraction of sites used per pulse: 1.8e-05
Effective barrier, unit prefactor: 0.751 eV
Barrier shift matching sampling error: 0.0098 eV
Factor in P from 0.1 eV barrier error: 11.6
Factor in P from +5 K: 1.213
Wigner factor, 0.05 eV methyl-like mode: 1.06
Wigner factor, 0.12 eV hydrogen-like mode: 1.36
Rough vacancy density: 0.01 per nm2
Vacancy fraction of sites: 9.43e-04
Vacancy reaction probability to match plane: 1.1e-05
checks complete
```
